# The Recombination Zone in a Long Ambipolar Transistor

## A case that can be seen at a glance

A transistor channel of length \(L\) can carry both electrons and holes, with equal mobilities. The source is at potential 0, the drain at \(V_D>0\), and the gate halfway between, at \(V_D/2\). Near the source the gate is positive relative to the channel and attracts electrons. Near the drain it is negative relative to the channel and attracts holes. Exchanging the two ends together with the two carriers leaves the device unchanged, so the carriers meet at \(x=L/2\).

Now lower the gate to \(V_D/3\). The electron side has a potential drop \(V_D/3\), the hole side \(2V_D/3\). On each side both the largest charge and the driving potential are proportional to this drop, so the current is proportional to the drop squared divided by the length of that side. The squares are in the ratio 1:4. Equal currents therefore require lengths in the ratio 1:4, and the carriers meet at \(x=L/5\). The theorem below makes this argument precise and includes unequal mobilities.

## Assumptions and signs

The algebra uses atomic units, in which the elementary charge is 1. The channel has width \(W\), the gate capacitance per area is \(C\), and \(V(x)\) is the channel potential, with \(V(0)=0\) and \(V(L)=V_D\). The gate is at \(V_G\), with \(0<V_G<V_D\). The sheet densities of electrons and holes are \(n(x)\) and \(p(x)\), and their constant mobilities are \(\mu_n\) and \(\mu_p\).

The assumptions are:

1. The channel is long, so the local charge follows from the local gate-to-channel potential (the gradual-channel approximation).
2. Both thresholds are zero: all induced charge is mobile.
3. Carriers move by drift; diffusion is neglected.
4. The contacts supply whatever current the channel takes, without a potential drop.
5. Recombination is instantaneous: electrons and holes do not coexist.
6. The state is steady, and no current flows through the gate.

The current \(I\) is counted positive from drain to source.

**Lemma 1 (charge).** Where \(V<V_G\),
\[
n=C(V_G-V),\qquad p=0,
\]
and where \(V>V_G\),
\[
p=C(V-V_G),\qquad n=0 .
\]

*Proof.* The net channel charge per area is \(p-n\). By assumptions 1 and 2 it is opposite to the gate charge \(C(V_G-V)\), so
\[
p-n=C(V-V_G). \tag{1}
\]
By assumption 5 at least one density vanishes at each point. Neither can be negative, so the sign of the right side decides which one survives. ∎

**Lemma 2 (currents).** Both carriers contribute positively to \(I\) when \(V'=dV/dx>0\):
\[
I_n=W\mu_n nV',\qquad I_p=W\mu_p pV'. \tag{2}
\]
The sum \(I=I_n+I_p\) is independent of \(x\), and \(V\) increases strictly from source to drain.

*Proof.* The electric field along \(x\) is \(-V'\). An electron has charge \(-1\) and drifts with velocity \(+\mu_nV'\), toward the drain. The electron flux is \(F_n=\mu_n nV'\). Its electric current points the other way, toward the source, and counts as positive: \(I_n=WF_n\). A hole drifts with velocity \(-\mu_pV'\), so \(F_p=-\mu_p pV'\). Its electric current also points toward the source, giving \(I_p=-WF_p\). This proves (2).

If \(R\) is the recombination rate per area, each flux loses carriers at that rate:
\[
\frac{dF_n}{dx}=-R,\qquad \frac{dF_p}{dx}=-R .
\]
Hence
\[
\frac{dI_n}{dx}=-WR,\qquad \frac{dI_p}{dx}=+WR, \tag{3}
\]
and the sum of the two is zero, so \(I\) is constant.

From (2), \(I=W(\mu_n n+\mu_p p)V'\). The bracket is positive wherever \(V\ne V_G\), so there \(V'\) has the sign of \(I\). Since \(V\) rises from 0 to \(V_D\), that sign is positive. An interval with \(V=V_G\) throughout would hold no charge and no field, and could not carry \(I\). Thus \(V\) increases strictly. ∎

## The theorem

**Theorem.** Under assumptions 1 to 6 the carriers recombine at a single position \(x_0\), given by
\[
\boxed{\frac{x_0}{L}=\frac{\mu_nV_G^2}{\mu_nV_G^2+\mu_p(V_D-V_G)^2}} \tag{4}
\]
and the current is
\[
I=\frac{WC}{2L}\left[\mu_nV_G^2+\mu_p(V_D-V_G)^2\right]. \tag{5}
\]

*Proof.* By Lemma 2 the potential passes through \(V_G\) once, at a point called \(x_0\). For \(x<x_0\) there are no holes, so the whole current is electron current:
\[
I=W\mu_nC(V_G-V)\frac{dV}{dx}.
\]
Integrate from the source to \(x_0\), using the constancy of \(I\):
\[
Ix_0=W\mu_nC\int_0^{V_G}(V_G-V)\,dV=\frac{W\mu_nC}{2}V_G^2 . \tag{6}
\]
For \(x>x_0\) the whole current is hole current, and
\[
I(L-x_0)=W\mu_pC\int_{V_G}^{V_D}(V-V_G)\,dV=\frac{W\mu_pC}{2}(V_D-V_G)^2 . \tag{7}
\]
The same \(I\) appears in both equations. Adding them removes \(x_0\) and gives (5). Dividing (6) by the sum gives (4).

The electron current is \(I\) just before \(x_0\) and zero just after it. By (3), \(W\int R\,dx=I\) across this point, so all the recombination takes place there. ∎

In SI units (4) and (5) keep their form, because \(CV\) is already a charge per area. The number densities in Lemma 1 acquire a factor \(1/e\).

### Limits

When \(V_G\ll V_D\) and also \(\mu_nV_G^2\ll\mu_pV_D^2\), (4) gives
\[
\frac{x_0}{L}\simeq\frac{\mu_n}{\mu_p}\frac{V_G^2}{V_D^2},
\]
so the zone approaches the source quadratically. At the other end, as \(V_G\to V_D\),
\[
\frac{L-x_0}{L}\simeq\frac{\mu_p}{\mu_n}\frac{(V_D-V_G)^2}{V_D^2}.
\]
At \(V_G=V_D\) the zone reaches the drain and (5) becomes \(I=W\mu_nCV_D^2/(2L)\), the saturation current of an electron transistor. For \(V_G>V_D\) the channel holds electrons everywhere; for \(V_G<0\) it holds holes everywhere. Neither case has an interior zone, and (4) does not apply.

### Steering the zone with the gate

The ratio of (6) to (7) is
\[
\frac{x_0}{L-x_0}=\frac{\mu_n}{\mu_p}\left(\frac{V_G}{V_D-V_G}\right)^2 .
\]
Taking the positive root and solving for the gate potential gives
\[
V_G=\frac{V_D}{1+\sqrt{\mu_n(L-x_0)/(\mu_px_0)}} . \tag{8}
\]
For a zone at mid-channel the root becomes \(\sqrt{\mu_n/\mu_p}\). At fixed \(V_D\), raising \(V_G\) moves the zone toward the drain.

The current has a minimum on the way. Differentiating (5) at fixed \(V_D\),
\[
\frac{dI}{dV_G}=\frac{WC}{L}\left[\mu_nV_G-\mu_p(V_D-V_G)\right],
\]
which vanishes at
\[
V_G=\frac{\mu_p}{\mu_n+\mu_p}V_D . \tag{9}
\]
The second derivative, \(WC(\mu_n+\mu_p)/L\), is positive, so this is a minimum. There \(V_D-V_G=\mu_nV_D/(\mu_n+\mu_p)\), and (4) gives
\[
\frac{x_0}{L}=\frac{\mu_n\mu_p^2}{\mu_n\mu_p^2+\mu_p\mu_n^2}=\frac{\mu_p}{\mu_n+\mu_p}=\frac{V_G}{V_D}.
\]
With unequal mobilities, the least current therefore does not mark a zone at mid-channel.

## Where the gradual model fails

Integrating the electron current from \(x\) to \(x_0\), instead of from the source, gives
\[
I(x_0-x)=\frac{W\mu_nC}{2}(V_G-V)^2 .
\]
Division by (6) and the corresponding step on the hole side yield
\[
V=V_G-V_G\sqrt{1-\frac{x}{x_0}}\quad(x<x_0),
\]
\[
V=V_G+(V_D-V_G)\sqrt{\frac{x-x_0}{L-x_0}}\quad(x>x_0). \tag{10}
\]
The charge vanishes at \(x_0\), so a finite current requires an infinite field there. This divergence belongs to the model.

To see how far its influence extends, write either branch as \(|V-V_G|=A\sqrt{s}\), with \(s=|x-x_0|\). Then \(V'=A/(2\sqrt{s})\), and
\[
\frac{|V-V_G|}{V'}=2s . \tag{11}
\]
For an insulator of thickness \(d\), the field across it is \(|V-V_G|/d\). The lateral field \(V'\) equals it when \(2s=d\), that is, at
\[
|x-x_0|=\frac d2,
\]
whatever the voltages and mobilities. The gradual approximation needs distances much larger than this. Formula (4) is thus a statement for \(L\gg d\), with both \(x_0\) and \(L-x_0\) also much larger than \(d\). It should not be trusted to place the zone more finely than a length of order \(d\), and the error can be larger. The comparison above counts only the field across the gate insulator. Field lines also close through the medium on the other side of the channel. They add charge whose relative size falls only as \(d/s\), times the ratio of that medium's permittivity to the insulator's, and this correction accumulates along the whole channel.

## Finite recombination

Suppose that electrons and holes recombine at the Langevin rate in a layer of thickness \(h\) and absolute permittivity \(\varepsilon_s\). The volume densities are \(n/h\) and \(p/h\), and the rate per volume is \((\mu_n+\mu_p)/\varepsilon_s\) times their product. Multiplication by \(h\) gives the rate per area:
\[
R=\frac{\mu_n+\mu_p}{\varepsilon_sh}\,np .
\]
Equation (1) remains, but both densities may now be nonzero.

**Proposition.** With drift only, within the gradual model and for fast recombination, the width of the zone scales as \(L/\sqrt K\), where
\[
K=\frac{CL^2}{\varepsilon_sh}. \tag{12}
\]

*Proof.* Set \(x=L\xi\), \(V=V_D\phi\), \(n=CV_D\nu\) and \(p=CV_D\pi\), where \(\pi\) is a scaled density. Insert these in \(dI_n/dx=-WR\) and divide by \(WCV_D^2/L^2\):
\[
\mu_n\frac{d}{d\xi}\left(\nu\frac{d\phi}{d\xi}\right)=-K(\mu_n+\mu_p)\nu\pi .
\]
Near the zone, stretch the distance from it by writing \(\xi-\xi_0=K^{-1/2}\eta\), and let \(\nu\), \(\pi\) and \(\phi-V_G/V_D\) each be \(K^{-1/4}\) times a function of \(\eta\). The charge relation \(\pi-\nu=\phi-V_G/V_D\) keeps its form. The product \(\nu\,d\phi/d\xi\) has the power \(K^{-1/4-1/4+1/2}=K^0\), so the current stays finite. In the continuity equation the left side has the power \(K^{1/2}\), and the right side \(K\cdot K^{-1/2}=K^{1/2}\). Thus \(K\) drops out of the stretched equations, and the width in \(\xi\) is proportional to \(K^{-1/2}\). ∎

With \(C=\varepsilon_i/d\), where \(\varepsilon_i\) is the absolute permittivity of the insulator,
\[
\frac{L}{\sqrt K}=\sqrt{dh\frac{\varepsilon_s}{\varepsilon_i}} . \tag{13}
\]
The channel length cancels. If this length is below \(d\), it lies inside the region where the gradual model has failed, and is then a formal estimate.

The overlap of the carriers raises the current. Let \(m\) be the smaller of \(n\) and \(p\) at each point. By (1), the larger density is \(C|V-V_G|+m\). Integrating \(I=W(\mu_nn+\mu_pp)V'\) over the channel gives
\[
IL=\frac{WC}{2}\left[\mu_nV_G^2+\mu_p(V_D-V_G)^2\right]+W(\mu_n+\mu_p)\int_0^{V_D}m\,dV .
\]
The last term is positive. In the scaled variables both \(m\) and the potential range of the overlap carry \(K^{-1/4}\), so this excess also falls as \(K^{-1/2}\).

## A polymer transistor

Take \(L=20000\) nm, \(W=10^6\) nm, \(d=500\) nm and a relative insulator permittivity of 3.6, which give \(C=6.375\) nF/cm². Let \(\mu_n=5\times10^{-4}\) and \(\mu_p=1\times10^{-3}\) cm²/Vs, with \(V_D=100\) V and \(V_G=45\) V. The two terms in (4) are
\[
\mu_nV_G^2=5\times10^{-4}\times45^2=1.0125\ \mathrm{cm^2V/s},
\]
\[
\mu_p(V_D-V_G)^2=10^{-3}\times55^2=3.025\ \mathrm{cm^2V/s}.
\]
Hence
\[
\frac{x_0}{L}=\frac{1.0125}{4.0375}=0.251,
\]
or \(x_0\approx5015\) nm (5.0 micrometres). Positions are given to the nanometre only for comparison with the output; the model does not fix them more finely than about \(d=500\) nm. With \(W/L=50\), (5) gives
\[
I=\tfrac12\times50\times6.375\times10^{-9}\times4.0375\ \mathrm A=0.64\ \text{microampere}.
\]

At fixed drain potential, a gate at 20 V puts the zone at 606 nm, which is too close to the source for the gradual model to be reliable. At 60 V it is at 10588 nm, and at 80 V at 17778 nm. Equation (8) puts it at mid-channel for 58.6 V, whereas (9) places the least current, 0.53 microampere, at 66.7 V, with the zone at two thirds of the channel.

### A numerical test of the theorem

The theorem was tested by evolving both densities in time, with drift, diffusion at 300 K and finite recombination, on 400 cells within the gradual model. For the 45 V gate the starting potential was linear, which put the initial zone at \(0.45L\). With \(K=8100\) the steady recombination profile was centred at \(0.253L\), against \(0.251L\) from (4). For a 65 V gate the centre was \(0.628L\), against \(0.633L\). The last digit depends on the grid: on 4800 cells the two centres are \(0.252L\) and \(0.629L\). At the drain the electron current, and at the source the hole current, was below 0.1 % of the total.

At 45 V the current exceeded (5) by 5.0 % for \(K=900\) and by 2.2 % for \(K=8100\). The sign and the decrease agree with the overlap term. The decrease is weaker than the factor 3 expected from \(K^{-1/2}\), mainly because the first-order scheme is not converged on 400 cells. On 4800 cells the excesses fall to 4.4 % and 1.55 %, a ratio of 2.9. The root-mean-square width fell by a factor 2.78 on 400 cells and 2.97 on 4800 cells, against the predicted 3. For the 45 V gate and \(K=8100\), the potential farther than \(0.1L\) from the zone differed from (10) by at most 1.3 V out of 100 V (1.0 V on 4800 cells). These runs test the theorem within the gradual model, not the gradual approximation itself.

### What the example neglects

The gradual approximation also has a longer-ranged error, from the field on the side of the channel away from the gate. For a charge sheet between coplanar contacts with two-dimensional electrostatics, at the 45 V gate, air on that side moves the zone by about 100 nm and raises the current by about 5 %. A substrate of relative permittivity 5 moves it by about 250 nm and raises the current by about 15 %; at an 80 V gate the same substrate moves the zone by roughly 1300 nm toward the source. Locally, the gradual model is lost within about 250 nm of the zone, 1.25 % of \(L\). At that distance the lateral field in the model is about 0.20 MV/cm on the source side and 0.14 MV/cm on the drain side. With an assumed \(h=1\) nm and a relative polymer permittivity of 3.0, (13) gives 20 nm. This is far below \(d\), so it is not a prediction of the real width. Two further limits apply. The bulk Langevin rate presumes a layer thicker than the distance at which the Coulomb energy of an electron and a hole equals \(kT\), here about 19 nm. And near the zone, where the gate attracts little charge, the charge spreads over more than 1 nm.

Diffusion is a small correction to the current. On the electron side it adds \(W\mu_n(kT/e)CV_G\) to the right side of (6), a relative change of \(2kT/(eV_G)\approx0.1\) %. This uses the ordinary Einstein relation between diffusion and mobility; disorder in the site energies can make the correction larger, but even a tenfold increase would leave it near 1 %. The largest gate field is 1.1 MV/cm. If the charge occupies 1 nm with \(10^{21}\) sites per cm³, at most about 2 % of the sites are filled, so few sites are blocked. This does not make the mobility constant: where the site energies are disordered, filling the lowest ones can make it depend on density, as tried in the last item below.

Thresholds, contacts and mobility matter more. They enter through the integrals in (6) and (7), which can be redone for each change separately:

- If each carrier needs 10 V before mobile charge appears, the drives become 35 V and 45 V. Then \(x_0/L=0.6125/(0.6125+2.025)\), and \(x_0\) falls to 4645 nm. This neglects the length over which the 20 V between the two charged regions is dropped.
- If the source contact takes 5 V, the electron integral starts at 5 V and its drive is 40 V. Then \(x_0/L=0.8/(0.8+3.025)\), and \(x_0\) falls to 4183 nm, 17 % below the ideal value.
- If both mobilities grow as the square root of density, and have the stated values at a drive of 50 V, the squares in (4) become powers of \(5/2\), since \(\int_0^U u^{3/2}du=\tfrac25U^{5/2}\). The common factors cancel, and \(x_0\) is 4648 nm.

### The real device

The parameters are rough values in the regime of light-emitting transistors made from the polymer F8BT on an insulator such as PMMA, where both mobilities are of order \(10^{-3}\) cm²/Vs. Zero thresholds and ideal contacts are the assumptions most open to doubt. Traps immobilize part of the induced charge, and thresholds can reach tens of volts, more than the 10 V tried above. An energy barrier at a metal contact can take up part of the applied voltage, by an amount that depends on current and gate potential; the fixed 5 V drop is a trial value. Since an electron threshold of 5 V alone would change (6) in the same way as that drop, the position of the zone cannot by itself distinguish the two. For a device of this kind, (4) gives the first estimate of the position. The mobilities matter as well: in (4), an electron mobility 20 % higher moves the zone of this example by about 700 nm. Measured mobilities, thresholds and contact drops are therefore needed before a discrepancy can be assigned to anything else. A discrepancy smaller than \(d\) is within the uncertainty of the gradual model, and on a substrate of high permittivity that uncertainty can reach a few times \(d\) when the zone lies toward a contact. The numerical output below lists the values for this example.

## Computed results

```
Channel length: 20000 nm; width: 1000000 nm
Insulator thickness: 500 nm
Relative permittivity: insulator 3.6, polymer 3.0
Mobility: electrons 5.0e-04, holes 1.0e-03 cm2/Vs
Drain: 100 V; gate: 45 V; temperature: 300 K
Gate capacitance: 6.375 nF/cm2
Zone position x0/L: 0.2508
Zone position x0: 5015 nm = 5.02 micrometre
Current: 0.643 microampere
Gate 20 V: x0 606 nm, current 1.052 microampere
Gate 40 V: x0 3636 nm, current 0.701 microampere
Gate 60 V: x0 10588 nm, current 0.542 microampere
Gate 80 V: x0 17778 nm, current 0.574 microampere
Gate for zone at mid-channel: 58.58 V
Gate for least current: 66.67 V
Least current: 0.531 microampere; x0/L there: 0.6667
-- Time-dependent calculation, K = scaled recombination strength
Starting zone x/L at gate 45 V: 0.450
Gate 45 V, K 900: centre/L 0.2551, rms width/L 0.0260, current excess 4.99 %
Gate 45 V, K 8100: centre/L 0.2532, rms width/L 0.0094, current excess 2.20 %
Gate 65 V, K 8100: centre/L 0.6279, rms width/L 0.0094, current excess 2.21 %
Formula x0/L at gate 65 V: 0.6330
Width ratio, K 900 to K 8100: 2.78 (scaling: 3)
Largest potential error away from zone: 1.28 V
(V-VG)/V' over 2(x-x0), at x-x0 = 0.3 L: 0.952
-- Neglected effects in the example
Gradual model lost within d/2: 250 nm = 1.25 % of L
Lateral field at d/2: source side 0.201, drain side 0.142 MV/cm
Accumulation thickness assumed: 1.0 nm
Example's K: 9.60e+05; formal Langevin width: 20.4 nm
x0 with both thresholds 10 V in size: 4645 nm
x0 with a 5 V source contact drop: 4183 nm
x0 with mobility ~ density^0.5: 4648 nm
Thermal voltage: 0.02585 V; 2kT/(e VG): 0.115 %
Largest gate field: 1.10 MV/cm
Largest sheet density: 2.19e+12 cm^-2
Site density assumed: 1.0e+21 cm^-3; filling: 2.19 %
```
